# Open-circuit Lorenz ratio of a channel opening at the chemical potential

## Problem

Two electron reservoirs, one hot and one cold, are joined by a single spin-degenerate channel. An electron of energy $E$ crosses it with probability $\mathcal T(E)=0$ for $E<E_0$ and $\mathcal T(E)=1$ for $E>E_0$. The mean chemical potential $\mu$ lies at the step, $\mu=E_0$, and the mean temperature is $T$. Transport is elastic, and the differences of temperature and chemical potential are small.

Let $G$ be the electrical conductance and $K$ the heat conductance of the electrons when no electric current flows. The Lorenz ratio is $L=K/(GT)$, to be compared with the Sommerfeld value $L_0=(\pi^2/3)(k_B/e)^2$.

1. Express $G$, the Seebeck coefficient $S$ and $K$ through integrals over $\mathcal T$.
2. Find $L/L_0$ for the step. What would it be if the voltage, instead of the current, were held at zero?
3. Find the limits of $L/L_0$ when $\mu$ lies far above and far below the step.
4. A real barrier rounds the step. For a parabolic barrier top, find how the rounding changes $L/L_0$.
5. Evaluate the results for a constriction in an InSb quantum well at 20 K, and estimate what the model neglects.

## Solution

### 1. Currents and coefficients

Electrons in a wave-number interval $dk$ of one spin carry a particle current $v\,dk/2\pi$ when their states are full. Since $v=dE/(\hbar\,dk)$, this equals $dE/h$: the velocity cancels against the density of states. With two spins, the net particle current from hot to cold is

$$J_N=\frac2h\int\mathcal T(E)\,(f_h-f_c)\,dE ,$$

where $f_h$ and $f_c$ are the Fermi functions of the reservoirs. An electron of energy $E$ carries heat $E-\mu$, so

$$J_Q=\frac2h\int(E-\mu)\,\mathcal T(E)\,(f_h-f_c)\,dE .$$

At zero particle current the choice of reference energy in $J_Q$ has no effect.

Put $x=(E-\mu)/(k_BT)$, $f(x)=1/(e^x+1)$ and

$$w(x)=-\frac{df}{dx}=\frac{1}{4\cosh^2(x/2)} .$$

Let $\delta\mu$ and $\delta T$ be the differences hot minus cold. Because $\partial x/\partial\mu=-1/(k_BT)$ and $\partial x/\partial T=-x/T$, to first order

$$f_h-f_c=w(x)\left[\frac{\delta\mu}{k_BT}+x\,\frac{\delta T}{T}\right].$$

Shifts of the step caused by the applied differences would change the currents in second order, since they multiply a factor that is already small. Now define

$$M_n=\int x^n\,\mathcal T\,w(x)\,dx .$$

With $dE=k_BT\,dx$ and $E-\mu=k_BT\,x$, the currents become

$$J_N=\frac2h\left[M_0\,\delta\mu+M_1k_B\,\delta T\right],$$

$$J_Q=\frac2h\left[M_1k_BT\,\delta\mu+M_2k_B^2T\,\delta T\right].$$

**Conductance.** The electron charge is $-e$, with $e>0$. The electric current is $I=-eJ_N$, and the voltage, hot minus cold, is $\delta V=-\delta\mu/e$. At $\delta T=0$,

$$I=-\frac{2e}{h}M_0\,\delta\mu=\frac{2e^2}{h}M_0\,\delta V,\qquad G=\frac{2e^2}{h}M_0 .$$

**Seebeck coefficient.** On open circuit $J_N=0$, so

$$\delta\mu=-\frac{M_1}{M_0}\,k_B\,\delta T .$$

With the convention $S=-\delta V/\delta T$ and $\delta V=-\delta\mu/e=(k_B/e)(M_1/M_0)\,\delta T$,

$$S=-\frac{k_B}{e}\,\frac{M_1}{M_0}.$$

For $M_1>0$ the hot side becomes positive: it has lost electrons to the cold side until the voltage stops the flow.

**Heat conductance.** Inserting the same $\delta\mu$ in $J_Q$ and dividing by $\delta T$ gives

$$K=\frac{2k_B^2T}{h}\left[M_2-\frac{M_1^2}{M_0}\right].$$

Division by $GT$ removes the factor $2/h$:

$$\frac{L}{(k_B/e)^2}=\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2 .$$

The right side is the variance of $x$ under the normalized weight $\mathcal T w/M_0$. The Lorenz ratio thus measures how widely the energies of the conducting electrons are spread, in units of $k_BT$. A constant factor in $\mathcal T$ multiplies all $M_n$ alike and cancels.

### 2. The step at the chemical potential

With $\mu=E_0$ the integrals run over $x>0$. The first is

$$M_0=\int_0^\infty\left(-\frac{df}{dx}\right)dx=f(0)=\frac12 .$$

For the second, integrate by parts. The boundary term $-xf$ vanishes at both ends, so

$$M_1=\int_0^\infty\frac{dx}{e^x+1}=\int_0^\infty\frac{e^{-x}}{1+e^{-x}}\,dx=\Big[-\ln(1+e^{-x})\Big]_0^\infty=\ln2 .$$

For the third, integrate by parts again and expand $f=\sum_{n\ge1}(-1)^{n-1}e^{-nx}$, valid for $x>0$:

$$M_2=2\int_0^\infty\frac{x\,dx}{e^x+1}=2\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2}.$$

The alternating sum is the full sum $\sum1/n^2=\pi^2/6$ minus twice its even terms. The even terms add up to a quarter of the full sum, so the alternating sum is $\frac12\cdot\pi^2/6=\pi^2/12$, and

$$M_2=\frac{\pi^2}{6}.$$

Therefore

$$L=\left(\frac{k_B}{e}\right)^2\left[\frac{\pi^2}{3}-4(\ln2)^2\right],$$

$$\frac{L}{L_0}=1-\frac{12(\ln2)^2}{\pi^2}\approx0.416 .$$

In numbers, the mean of $x$ is $2\ln2=1.386$ and its variance is $1.368$, against $\pi^2/3=3.290$ for a channel open at all energies. The same ratio, 0.4158, follows without the linear expansion: the full Fermi functions were used with $\delta T/T=10^{-3}$, and $\delta\mu$ was found numerically from the condition of zero current.

**Zero voltage instead.** With $\delta\mu=0$ the heat conductance is $(2k_B^2T/h)M_2$, and its ratio to $GT$ is

$$\left(\frac{k_B}{e}\right)^2\frac{M_2}{M_0}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=L_0 .$$

The step halves both $M_0$ and $M_2$ because $w$ is even, so their quotient keeps the value of a fully open channel. The whole reduction comes from the open-circuit condition. The temperature difference drives a net flow of electrons from hot to cold. The voltage that builds up drives an equal flow back, and each electron of that flow carries on average the heat $2\ln2\,k_BT$. In a channel open at all energies $M_1=0$: electrons above $\mu$ and empty states below it balance, so no voltage is needed.

### 3. Chemical potential away from the step

Let $\eta=(\mu-E_0)/(k_BT)$. The integrals now start at $x=-\eta$.

**Far above the step**, $\eta\to\infty$, the moments tend to $M_0=1$, $M_1=0$ and $M_2=\pi^2/3$, so $L/L_0\to1$. The approach is slower than $e^{-\eta}$ alone suggests. The part cut from $M_2$ is, with $w\approx e^{-x}$ at large $x$,

$$\int_\eta^\infty x^2e^{-x}\,dx=(\eta^2+2\eta+2)\,e^{-\eta}.$$

At $\eta=5$ this is $37\times0.0067=0.25$, or 7.6% of $\pi^2/3$. The loss of 0.7% in $M_0$ offsets a little of it, in agreement with the computed $L/L_0=0.930$.

**Far below the step**, $\eta\to-\infty$, the conducting electrons lie in the exponential tail. Write $x=|\eta|+u$ with $u>0$. The normalized weight becomes $e^{-u}$, for which $\langle u\rangle=1$ and $\langle u^2\rangle=2$. The variance is 1, and

$$\frac{L}{L_0}\to\frac{3}{\pi^2}=0.304 .$$

The computed values between the limits are:

| $\eta$ | $-5$ | $-1$ | $0$ | $+1$ | $+5$ |
|---|---|---|---|---|---|
| $L/L_0$ | 0.305 | 0.353 | 0.416 | 0.521 | 0.930 |

The value 0.416 is therefore neither a minimum nor a plateau. It belongs to one setting of the gate, and a displacement of $\mu$ by $k_BT$ changes it visibly.

### 4. A rounded step

Near its top let the barrier be $E_0-\frac12m\omega^2s^2$, with $s$ the position along the channel and $m$ the effective mass. Measure length in $\sqrt{\hbar/(m\omega)}$ and put $\varepsilon=(E-E_0)/(\hbar\omega)$. The Schrödinger equation is then

$$\psi''=-(2\varepsilon+s^2)\,\psi .$$

Try $\psi\sim s^pe^{is^2/2}$ at large $s$. The terms of order $s^p$ require $i(2p+1)=-2\varepsilon$, hence $p=i\varepsilon-\frac12$. For $s\to+\infty$ this is the transmitted wave, taken with unit amplitude.

To reach the left side, continue it along a large half circle $s=|s|e^{i\varphi}$ in the upper half plane, from $\varphi=0$ to $\pi$. The wave decays there for $\varphi<\pi/2$ and grows for $\varphi>\pi/2$. A solution that is the decaying one in a sector keeps its leading form through the neighbouring growing sector, so the coefficient of this exponential can be followed to $\varphi=\pi$. There

$$s^p=|s|^p\,e^{i\pi(i\varepsilon-1/2)}=-i\,e^{-\pi\varepsilon}\,|s|^p .$$

For negative $s$ the factor $e^{is^2/2}$ has local wave number $s<0$ and moves to the left: it is the reflected wave. Reflected and transmitted fluxes thus stand in the ratio $e^{-2\pi\varepsilon}$. Since the two probabilities add to one,

$$\mathcal T=\frac{1}{1+e^{-2\pi\varepsilon}}=\frac{1}{1+e^{-x/a}},\qquad a=\frac{\hbar\omega}{2\pi k_BT},$$

where $\mu=E_0$ has been used again. Now

$$\mathcal T-\tfrac12=\tfrac12\tanh\frac{x}{2a}$$

is odd in $x$, while $w$ and $x^2w$ are even. So $M_0=\frac12$ and $M_2=\pi^2/6$ stay unchanged for any $a$, and the value of $G$ at $\mu=E_0$ does not reveal the rounding. In $M_1$ the odd part is the one that contributes:

$$M_1=\int_0^\infty x\tanh\frac{x}{2a}\,w(x)\,dx .$$

Subtract this from $\ln2=\int_0^\infty xw\,dx$ and use $1-\tanh(y/2)=2/(e^y+1)$ with $x=ay$:

$$\ln2-M_1=2a^2\int_0^\infty\frac{y}{e^y+1}\,w(ay)\,dy\approx\frac{\pi^2a^2}{24}.$$

The last form holds for small $a$, where $w(ay)\approx\frac14$ and the remaining integral is $\pi^2/12$, as in part 2. The difference is positive for every $a>0$, so $M_1$ falls and

$$\frac{L}{L_0}=1-\frac{12M_1^2}{\pi^2}$$

rises. Tunnelling below the step and reflection above it make the channel less selective in energy, and less voltage is needed to stop the current.

### 5. A constriction in an InSb quantum well

A light effective mass gives widely spaced subbands, so one channel can be isolated at 20 K if the lateral confinement is narrow and steep. The rough typical values are a mass of 0.02 electron masses, a mobility $u=200\,000$ cm²/Vs, which is that of a good well, and a sound speed $c=2.3$ km/s. The chosen geometry is a channel 50 nm wide in a well 20 nm thick, with a barrier of height $V_0=20$ meV and half-length $b=200$ nm.

**The sharp step.** Here $k_BT=1.7235$ meV, so $k_B/e=1.7235\text{ mV}/20\text{ K}=86.17$ µV/K. Then

- $G=e^2/h=38.74$ µS;
- $S=-86.17\times1.3863=-119.5$ µV/K;
- $L=(86.17\times10^{-6})^2\times1.368=1.016\times10^{-8}$ W Ω/K², against $L_0=2.443\times10^{-8}$ W Ω/K²;
- $K=LGT=7.87$ pW/K, against 18.93 pW/K at zero voltage.

A difference of 1 K gives an open-circuit voltage of about 119 µV and an electronic heat flow of 7.9 pW. For a difference of 2 K the full Fermi functions change $K$ by 0.08% when the mean of the two chemical potentials stays at $E_0$. If instead one reservoir stays at $E_0$, the open-circuit voltage moves the mean by about $0.07\,k_BT$, and $K$ changes by about 5% at 2 K and 2.4% at 1 K.

**Rounding.** For a barrier $V_0(1-s^2/b^2)$, equating $\frac12m\omega^2$ to $V_0/b^2$ gives $\hbar\omega=(\hbar/b)\sqrt{2V_0/m}=1.95$ meV and $a=0.180$. Then $M_1=0.680$ and $L/L_0=0.437$, which is 5% above the sharp-step value.

**Second subband.** Hard walls a distance $W$ apart give levels $n^2\pi^2\hbar^2/(2mW^2)$. The first spacing is $3\pi^2\hbar^2/(2mW^2)=22.6$ meV, or $13.1\,k_BT$. Adding a second sharp step there changes the ratio only from 0.4158 to 0.4160. The non-parabolic band of InSb reduces the spacing to about 20 meV in a two-band estimate, which gives 0.4165. The result depends on the hard walls. Softer confinement gives closer levels, and with equally spaced sharp steps the ratio is 0.469 at a spacing of 10 meV and 0.616 at 5 meV.

**Backscattering.** Scattering can most easily turn an electron back where the barrier lies within $k_BT$ of its top. That length is $d=2b\sqrt{k_BT/V_0}=117$ nm. The scattering time $um/e$ and the speed $\sqrt{2k_BT/m}$ give a mean free path of 396 nm at energy $k_BT$ above the top, and it grows as $\sqrt x$. For incoherent scattering in one dimension, reflection over transmission grows in proportion to length, so the estimate is $\mathcal T=\lambda/(\lambda+d)$ with $\lambda=396\sqrt x$ nm. It gives $L/L_0=0.433$, 4% above the sharp step, and lowers $G$ by a quarter. This choice of $\lambda$ is on the pessimistic side. In a strictly one-dimensional channel each reversal changes the velocity by twice its size, so the current decays at twice the backscattering rate and the length that enters $\mathcal T$ is twice the speed times the mobility time. With $\lambda$ doubled, $L/L_0=0.425$ and $G$ falls by 15%. Scattering farther from the top is left out and would add to both changes. This treats the mobility of the wide well as valid in the constriction, which is an assumption.

**Gate setting.** An error of $\pm k_BT$, about 1.7 meV, in $\mu-E_0$ moves the ratio between 0.353 and 0.521. Among the effects sized here, this is the largest on the electronic ratio.

**Lattice heat.** Phonons cross the same section. For three acoustic branches with speed $c$, the density of modes per branch is $\omega_p^2/(2\pi^2c^3)$, and an isotropic gas sends a quarter of its density times $c$ through a plane. With $y=\hbar\omega_p/(k_BT)$ the ballistic conductance per area is

$$\frac{3k_B^4T^3}{8\pi^2\hbar^3c^2}\int_0^\infty\frac{y^4e^y}{(e^y-1)^2}\,dy=\frac{\pi^2k_B^4T^3}{10\hbar^3c^2}.$$

Integration by parts turns the integral into $4\int_0^\infty y^3/(e^y-1)\,dy=4\pi^4/15$. For the section of 50 nm by 20 nm the formula gives about 50 nW/K, several thousand times the electronic $K$. Only the order of magnitude is meaningful: the integrand peaks near $y=3.8$, or 6.6 meV, while the transverse acoustic branches of InSb end near 5 meV, so the assumed linear law fails there. Surface scattering would lower the result, and the layers around the well would add further paths.

**Against a real device.** The assumption that fails most severely is that electrons alone carry the heat. A measurement of the total heat flow would give an apparent Lorenz ratio far too large: by a factor of thousands in the ballistic estimate for this section alone, less if the surfaces scatter phonons, and more if heat also flows through the surrounding layers. The value 0.416 concerns the electronic part, which has to be isolated, for instance by heating and measuring the electrons separately from the lattice. Cooling helps and harms: halving $T$ at fixed geometry doubles $a$, but it cuts the ratio of lattice to electronic heat, by four if the linear phonon law held and by less near 20 K, where the transverse branches end. A longer, smoother barrier restores the sharp step but gives scattering more room. Electron interactions in the nearly empty channel are left out and not sized; they could change both the shape of $\mathcal T$ and the single-particle description itself. The main figures are collected in the numerical output below.

## Calculated quantities

```
Moments M0, M1, M2: 0.500000, 0.693147, 1.644934
Mean of x: 1.386294
Variance of x: 1.368056
Lorenz ratio / Sommerfeld, formula: 0.415839
Same, from two-reservoir currents: 0.415839
Same, with zero voltage instead: 1.000000
Limit far below the step, 3/pi^2: 0.3040
Ratio at (mu-E0)/(kB T) = -5: 0.3050
Ratio at (mu-E0)/(kB T) = -1: 0.3531
Ratio at (mu-E0)/(kB T) = +1: 0.5212
Ratio at (mu-E0)/(kB T) = +5: 0.9304
Temperature: 20.0 K
Thermal energy kB T: 1.7235 meV
Effective mass: 0.020 electron masses
Channel width: 50 nm
Well thickness: 20 nm
Barrier height: 20 meV
Barrier half-length: 200 nm
Mobility: 200000 cm2/Vs
Sound speed: 2.3 km/s
Conductance G: 38.740 uS
Seebeck coefficient S: -119.46 uV/K
Open-circuit heat conductance K: 7.871 pW/K
Zero-voltage heat conductance: 18.929 pW/K
Lorenz ratio L: 1.0159e-8 W Ohm/K2
Sommerfeld value: 2.4430e-8 W Ohm/K2
Voltage size for 1 K difference: 119.46 uV
Electronic heat flow for 1 K difference: 7.871 pW
Barrier quantum hbar*omega: 1.952 meV
Step softness a: 0.1803
M1 with soft step: 0.68046
Ratio with soft step: 0.4370
Subband spacing: 22.56 meV = 13.09 kB T
Ratio with second subband: 0.4160
Critical backscattering length: 117.4 nm
Mean free path at energy kB T: 396.0 nm
Ratio with backscattering: 0.4335
Change of K for 2 K difference: 0.081 %
Lattice heat conductance: 46.24 nW/K
Lattice / electronic heat conductance: 5875
```
